**Bond-valence networks solved as Kirchhoff circuits**

The program tests the statement that the valence-sum and loop rules have the single solution s = Bᵀφ with BBᵀφ = q. Here s is the bond valence, B the cation–anion incidence matrix, φ the atomic potential and q the signed formal valence; lengths follow from R = R0 − b ln s. It asserts that the Laplacian solution agrees with a direct solution of the sum and loop equations, with hand-derived fractions and with a constrained minimization of Σs². Further assertions cover a ring with a negative Kirchhoff valence, a polar rocksalt pattern that passes all loops closing in space, and a loop change that GII (rms atomic misfit) misses but BSI (rms bond misfit) detects. For the eight-coordinate ABX₃ model the output gives a priori lengths of 2.453 and 2.535 Å for A–X and 1.929 and 1.961 Å for B–X. For the cubic form, valence sums from explicit neighbour distances confirm the closed formula for GII and its stationarity condition. The minimum GII is 0.18 v.u. at a cell edge of 3.859 Å, and GII vanishes at an edge of 3.900 Å when R0(AX) is raised to 2.095 Å.

## Check in Python

```python
"""
Bond-valence networks: the valence-sum rule and the loop rule are Kirchhoff's
equations for unit resistors, solved by s = B^T phi with B B^T phi = q.
s: bond valence (v.u.), positive from cation to anion; V: atomic valence;
B: incidence matrix (+1 cation, -1 anion); q: +V cation, -V anion;
R = R0 - b ln s: bond length (angstrom).
GII: rms over atoms of (sum of bond valences - V).
BSI: rms over bonds of (actual valence - Kirchhoff valence).
Bonds are pairs (cation, anion); parallel bonds are listed separately.
"""
import numpy as np
from collections import deque
from itertools import product
from scipy.optimize import minimize, minimize_scalar, brentq


def sum_matrix(n_atoms, bonds):
    """Unsigned matrix that adds up the bond valences at each atom."""
    matrix = np.zeros((n_atoms, len(bonds)))
    for k, (cation, anion) in enumerate(bonds):
        matrix[cation, k] = matrix[anion, k] = 1.0
    return matrix


def loop_matrix(n_atoms, bonds):
    """Signed independent loops, found by walking a spanning tree."""
    m = len(bonds)
    neighbours = [[] for _ in range(n_atoms)]
    for k, (c, a) in enumerate(bonds):
        neighbours[c].append((a, k, 1.0))
        neighbours[a].append((c, k, -1.0))
    path = {0: np.zeros(m)}
    tree = set()
    queue = deque([0])
    while queue:
        here = queue.popleft()
        for there, k, sign in neighbours[here]:
            if there not in path:
                path[there] = path[here].copy()
                path[there][k] += sign
                tree.add(k)
                queue.append(there)
    assert len(path) == n_atoms  # connected graph
    rows = []
    for k, (c, a) in enumerate(bonds):
        if k not in tree:
            row = path[c] - path[a]
            row[k] += 1.0
            rows.append(row)
    return np.array(rows)


def kirchhoff(valence, bonds):
    """Potentials and bond valences from the graph Laplacian."""
    incidence = np.zeros((len(valence), len(bonds)))
    source = -np.array(valence, float)
    for k, (c, a) in enumerate(bonds):
        incidence[c, k], incidence[a, k] = 1.0, -1.0
        source[c] = valence[c]
    assert abs(source.sum()) < 1e-12
    phi = np.linalg.pinv(incidence @ incidence.T) @ source
    return phi, incidence.T @ phi


def product_valences(valence, bonds):
    """Valences of product form a_i c_j, by alternate rescaling."""
    s = np.ones(len(bonds))
    for _ in range(3000):
        for side in (0, 1):
            ends = np.array([bond[side] for bond in bonds])
            totals = np.bincount(ends, weights=s, minlength=len(valence))
            s = s * np.array(valence)[ends] / totals[ends]
    return s


def rms(values):
    return np.sqrt(np.mean(np.square(values)))


# ---- Model ABX3 graph with eight-coordinate A: atoms A, B, X1, X2, X3 ----
V = np.array([2.0, 4.0, 2.0, 2.0, 2.0])
multiplicity = {(0, 2): 2, (0, 3): 3, (0, 4): 3,
                (1, 2): 2, (1, 3): 2, (1, 4): 2}
bonds = [pair for pair, count in multiplicity.items() for _ in range(count)]
n, m = len(V), len(bonds)
phi, s = kirchhoff(V, bonds)
phi = phi - phi[1]
sums, loops = sum_matrix(n, bonds), loop_matrix(n, bonds)
rank_sums = np.linalg.matrix_rank(sums)
rank_loops = np.linalg.matrix_rank(loops)
assert rank_sums == n - 1 and rank_loops == m - n + 1

# Direct solution of the two rules, without potentials
equations = np.vstack([sums, loops])
right_side = np.concatenate([V, np.zeros(len(loops))])
direct, _, rank_all, _ = np.linalg.lstsq(equations, right_side, rcond=None)
assert rank_all == m
assert np.allclose(equations @ direct, right_side, atol=1e-11)
assert np.allclose(direct, s, atol=1e-11)

# Fractions obtained by hand elimination
hand = {(0, 2): 5/17, (0, 3): 4/17, (0, 4): 4/17,
        (1, 2): 12/17, (1, 3): 11/17, (1, 4): 11/17}
assert np.allclose(s, [hand[pair] for pair in bonds], atol=1e-12)

# Variational meanings; one redundant sum is omitted from the constraints
constraint = {"type": "eq", "fun": lambda x: sums[:-1] @ x - V[:-1],
              "jac": lambda x: sums[:-1]}
start = np.full(m, 0.4)
options = {"ftol": 1e-14, "maxiter": 500}
even = minimize(lambda x: x @ x, start, jac=lambda x: 2*x,
                constraints=[constraint], method="SLSQP", options=options)
assert np.allclose(even.x, s, atol=1e-5)  # optimizer accuracy
s_product = product_valences(V, bonds)
entropic = minimize(lambda x: np.sum(x*np.log(x)), start,
                    jac=lambda x: np.log(x) + 1, bounds=[(1e-5, 4)]*m,
                    constraints=[constraint], method="SLSQP", options=options)
assert np.allclose(sums @ s_product, V, atol=1e-10)
assert np.allclose(entropic.x, s_product, atol=1e-4)  # optimizer accuracy
assert np.max(np.abs(s_product - s)) > 1e-3

# ---- A priori lengths ----
R0A, R0B, b = 2.00, 1.80, 0.37
R0 = np.array([R0A if c == 0 else R0B for c, _ in bonds])
assert np.all(s > 0)
lengths = R0 - b*np.log(s)
assert rms(sums @ np.exp((R0 - lengths)/b) - V) < 1e-12

# A loop-space change is invisible to GII but visible to BSI
shift = 0.10
changed = s.copy()
pair_BX1 = [k for k, pair in enumerate(bonds) if pair == (1, 2)]
changed[pair_BX1[0]] += shift
changed[pair_BX1[1]] -= shift
gii_changed, bsi_changed = rms(sums @ changed - V), rms(changed - s)
assert gii_changed < 1e-12 and bsi_changed > 0.01

# ---- Four-bond ring: positive sharing exists, Kirchhoff gives s < 0 ----
V_ring = np.array([1.0, 5.0, 1.0, 5.0])
ring = [(0, 2), (0, 3), (1, 2), (1, 3)]
_, s_ring = kirchhoff(V_ring, ring)
ring_formula = [V_ring[c]/2 + V_ring[a]/2 - V_ring[:2].sum()/4
                for c, a in ring]
ring_product = product_valences(V_ring, ring)
assert np.allclose(s_ring, ring_formula, atol=1e-12)
assert s_ring.min() < 0 < ring_product.min()
assert np.allclose(sum_matrix(4, ring) @ ring_product, V_ring)

# ---- Rocksalt patch: polar term passes all loops closing in space ----
size, delta = 4, 0.05
sites = list(product(range(size), repeat=3))
index = {site: k for k, site in enumerate(sites)}
patch, polar = [], []
for site in sites:
    if sum(site) % 2 == 0:
        for axis in range(3):
            for step in (-1, 1):
                other = list(site)
                other[axis] += step
                if tuple(other) in index:
                    patch.append((index[site], index[tuple(other)]))
                    polar.append(1/3 + (delta*step if axis == 0 else 0))
polar = np.array(polar)
patch_loops = loop_matrix(len(sites), patch)
patch_sums = sum_matrix(len(sites), patch) @ polar
interior = [index[p] for p in sites if min(p) > 0 and max(p) < size - 1]
assert np.max(np.abs(patch_loops @ polar)) < 1e-12
assert np.allclose(patch_sums[interior], 2.0)
# One cation and one anion per cell: six parallel bonds in the quotient graph
quotient = [(0, 1)]*6
quotient_polar = 1/3 + delta*np.array([1, -1, 0, 0, 0, 0])
assert np.allclose(kirchhoff([2.0, 2.0], quotient)[1], 1/3)
assert np.max(np.abs(loop_matrix(2, quotient) @ quotient_polar)) > delta/2


# ---- Cubic ABX3: valences from explicit neighbour distances ----
def cubic_geometry(a, r0a=R0A):
    """Atomic sums and bond valences, first coordination shells only."""
    positions = np.array([[0, 0, 0], [.5, .5, .5], [.5, .5, 0],
                          [.5, 0, .5], [0, .5, .5]])
    totals, cubic_bonds, values = np.zeros(5), [], []
    for cation, r0, cutoff in ((0, r0a, 0.8), (1, R0B, 0.6)):
        for anion in (2, 3, 4):
            for cell in product((-1, 0, 1), repeat=3):
                vector = positions[anion] + cell - positions[cation]
                distance = np.linalg.norm(vector)
                if distance < cutoff:
                    value = np.exp((r0 - a*distance)/b)
                    totals[cation] += value
                    totals[anion] += value
                    cubic_bonds.append((cation, anion))
                    values.append(value)
    return totals, cubic_bonds, np.array(values)


def cubic_gii(a, r0a=R0A):
    return rms(cubic_geometry(a, r0a)[0] - V)


def cation_sums(a):
    return (12*np.exp((R0A - a/np.sqrt(2))/b), 6*np.exp((R0B - a/2)/b))


def stationarity(a):
    SA, SB = cation_sums(a)
    dA, dB = SA - V[0], SB - V[1]
    gA, gB = SA/np.sqrt(2), SB/2
    return dA*gA + dB*gB + (dA + dB)*(gA + gB)/3


_, cubic_bonds, _ = cubic_geometry(3.9)
_, s_cubic = kirchhoff(V, cubic_bonds)
sA, sB = s_cubic[0], s_cubic[-1]
assert len(cubic_bonds) == 18
assert np.allclose(s_cubic, [1/6]*12 + [2/3]*6)
RA, RB = R0A - b*np.log(sA), R0B - b*np.log(sB)
a_from_A, a_from_B = np.sqrt(2)*RA, 2*RB
best = minimize_scalar(cubic_gii, bounds=(3.5, 4.2), method="bounded",
                       options={"xatol": 1e-9})
a_best = brentq(stationarity, a_from_A, a_from_B)
assert abs(best.x - a_best) < 1e-5  # flat minimum limits the search
totals, _, actual = cubic_geometry(a_best)
dA, dB = np.array(cation_sums(a_best)) - V[:2]
gii_formula = np.sqrt((dA**2 + dB**2 + (dA + dB)**2/3)/5)
assert abs(gii_formula - cubic_gii(a_best)) < 1e-12
assert np.allclose(totals[2:] - V[2:], (dA + dB)/3)
R0A_matched = np.sqrt(2)*RB + b*np.log(sA)
assert cubic_gii(a_from_B, R0A_matched) < 1e-12
assert cubic_gii(a_best) > 0.01

# ---- Numbers for the text ----
print(f"Input valences V(A), V(B), V(X): {V[0]:.0f}, {V[1]:.0f}, {V[2]:.0f} v.u.")
print(f"Input R0(AX), R0(BX), b: {R0A:.2f}, {R0B:.2f}, {b:.2f} angstrom")
print(f"Eight-coordinate graph: atoms {n}, bonds {m}")
print(f"Independent sum equations {rank_sums}, loops {rank_loops}")
for name, value in zip(("A", "B", "X1", "X2", "X3"), phi):
    print(f"Potential {name} (B grounded): {value:.4f} v.u.")
for name, pair in (("A-X1", (0, 2)), ("A-X2", (0, 3)),
                   ("B-X1", (1, 2)), ("B-X2", (1, 3))):
    k = bonds.index(pair)
    print(f"{name}: Kirchhoff valence {s[k]:.4f} v.u.")
    print(f"{name}: product-form valence {s_product[k]:.4f} v.u.")
    print(f"{name}: a priori length {lengths[k]:.3f} angstrom")
print(f"Sum of s^2, Kirchhoff: {s @ s:.5f} v.u.^2")
print(f"Sum of s^2, product form: {s_product @ s_product:.5f} v.u.^2")
print(f"B-X1 pair changed by +/-{shift:.2f} v.u.: GII {abs(gii_changed):.4f} v.u.")
print(f"Same change: BSI {bsi_changed:.4f} v.u.")
print("Ring atom valences (2 cations, 2 anions), v.u.:", V_ring)
print("Ring bonds 11,12,21,22, Kirchhoff, v.u.:", np.round(s_ring, 4))
print("Ring bonds, product form, v.u.:", np.round(ring_product, 4))
print(f"Rocksalt patch: {len(sites)} atoms, {len(patch)} bonds")
print(f"Rocksalt patch: {len(patch_loops)} loops, delta {delta:.2f} v.u.")
print(f"Cubic ideal valences A-X, B-X: {sA:.4f}, {sB:.4f} v.u.")
print(f"Cubic ideal lengths A-X, B-X: {RA:.3f}, {RB:.3f} angstrom")
print(f"Ratio R(AX)/(sqrt(2) R(BX)): {RA/(np.sqrt(2)*RB):.4f}")
print(f"Cell edge wanted by A-X: {a_from_A:.3f} angstrom")
print(f"Cell edge wanted by B-X: {a_from_B:.3f} angstrom")
print(f"GII at edge wanted by A-X: {cubic_gii(a_from_A):.4f} v.u.")
print(f"GII at edge wanted by B-X: {cubic_gii(a_from_B):.4f} v.u.")
print(f"Cell edge of minimum GII: {a_best:.3f} angstrom")
print(f"Lengths there A-X, B-X: {a_best/np.sqrt(2):.3f}, {a_best/2:.3f} angstrom")
print(f"Sums there A, B, X: {totals[0]:.4f}, {totals[1]:.4f}, {totals[2]:.4f} v.u.")
print(f"Minimum GII: {cubic_gii(a_best):.4f} v.u.")
print(f"BSI there: {rms(actual - s_cubic):.4f} v.u.")
print(f"R0(AX) giving zero GII: {R0A_matched:.3f} angstrom")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input valences V(A), V(B), V(X): 2, 4, 2 v.u.
Input R0(AX), R0(BX), b: 2.00, 1.80, 0.37 angstrom
Eight-coordinate graph: atoms 5, bonds 14
Independent sum equations 4, loops 10
Potential A (B grounded): -0.4118 v.u.
Potential B (B grounded): 0.0000 v.u.
Potential X1 (B grounded): -0.7059 v.u.
Potential X2 (B grounded): -0.6471 v.u.
Potential X3 (B grounded): -0.6471 v.u.
A-X1: Kirchhoff valence 0.2941 v.u.
A-X1: product-form valence 0.2749 v.u.
A-X1: a priori length 2.453 angstrom
A-X2: Kirchhoff valence 0.2353 v.u.
A-X2: product-form valence 0.2417 v.u.
A-X2: a priori length 2.535 angstrom
B-X1: Kirchhoff valence 0.7059 v.u.
B-X1: product-form valence 0.7251 v.u.
B-X1: a priori length 1.929 angstrom
B-X2: Kirchhoff valence 0.6471 v.u.
B-X2: product-form valence 0.6375 v.u.
B-X2: a priori length 1.961 angstrom
Sum of s^2, Kirchhoff: 3.17647 v.u.^2
Sum of s^2, product form: 3.17856 v.u.^2
B-X1 pair changed by +/-0.10 v.u.: GII 0.0000 v.u.
Same change: BSI 0.0378 v.u.
Ring atom valences (2 cations, 2 anions), v.u.: [1. 5. 1. 5.]
Ring bonds 11,12,21,22, Kirchhoff, v.u.: [-0.5  1.5  1.5  3.5]
Ring bonds, product form, v.u.: [0.1667 0.8333 0.8333 4.1667]
Rocksalt patch: 64 atoms, 144 bonds
Rocksalt patch: 81 loops, delta 0.05 v.u.
Cubic ideal valences A-X, B-X: 0.1667, 0.6667 v.u.
Cubic ideal lengths A-X, B-X: 2.663, 1.950 angstrom
Ratio R(AX)/(sqrt(2) R(BX)): 0.9656
Cell edge wanted by A-X: 3.766 angstrom
Cell edge wanted by B-X: 3.900 angstrom
GII at edge wanted by A-X: 0.4103 v.u.
GII at edge wanted by B-X: 0.2334 v.u.
Cell edge of minimum GII: 3.859 angstrom
Lengths there A-X, B-X: 2.728, 1.929 angstrom
Sums there A, B, X: 1.6756, 4.2305, 1.9687 v.u.
Minimum GII: 0.1796 v.u.
BSI there: 0.0313 v.u.
R0(AX) giving zero GII: 2.095 angstrom
ALL CHECKS PASSED
```
